\section*{Peak Oxide Field at a Rounded Trench-Gate Corner}

\section{Problem}

The gate of a trench transistor fills a trench lined with oxide. At the bottom of the trench the gate surface turns through a rounded corner. Model this corner by two long concentric cylinders. The inner one is the gate surface, of radius $a=50$ nm. The outer one is the semiconductor surface, of radius $b=a+t$, where $t=50$ nm is the oxide thickness.

The oxide is uniform and contains no charge. Each of its faces is an equipotential, and the voltage between them is $V=18$ V, with the gate positive. A flat oxide of the same thickness carries the same voltage.

\begin{enumerate}
\item Estimate by scaling the ratio of the largest field in the curved oxide to the field in the flat one.
\item Find the ratio exactly within the model, and compare it with the estimate.
\item Determine how the result changes when the cylinder is replaced by a quarter cylinder joined to flat walls, and what the uneven field means for breakdown and electron injection.
\end{enumerate}

Below, $E$ is the magnitude of the field and $r$ the distance from the axis. A convenient conversion is $1$ MV/cm $=0.1$ V/nm.

The condition of equal oxide voltage suits the on-state, in which an accumulation layer of electrons holds the semiconductor face near one potential. In the blocking state the semiconductor is depleted, and the oxide voltage must itself be found from the whole device. The ratio sought here does not answer that other question.

\section{Estimate by scaling}

The same electric flux crosses every coaxial cylinder in the oxide, because there is no charge between them. The area crossed grows in proportion to $r$, so the field falls as $1/r$. It is largest at the gate, where we call it $E_{\rm p}$, and
\begin{equation}
E(r)=E_{\rm p}\,\frac{a}{r}.
\label{eq:scaling}
\end{equation}
The average of $E$ over the thickness must equal the flat field,
\begin{equation}
E_{\rm f}=\frac{V}{t}=\frac{18\ \text{V}}{50\ \text{nm}}=0.36\ \text{V/nm}=3.6\ \text{MV/cm}.
\end{equation}

A first estimate takes the average field to be the field halfway through the oxide, at $r=a+t/2$. With $x=t/a$,
\begin{equation}
E_{\rm p}\frac{a}{a+t/2}\approx E_{\rm f}
\quad\Rightarrow\quad
\frac{E_{\rm p}}{E_{\rm f}}\approx 1+\frac{x}{2}.
\label{eq:mid}
\end{equation}
A second estimate takes the average to be the mean of the two face fields:
\begin{equation}
\frac{E_{\rm p}}{2}\left(1+\frac{a}{b}\right)\approx E_{\rm f}
\quad\Rightarrow\quad
\frac{E_{\rm p}}{E_{\rm f}}\approx\frac{2b}{a+b}=\frac{2(1+x)}{2+x}.
\label{eq:ends}
\end{equation}
For $x=1$ these give $1.50$ and $4/3\simeq1.33$.

The two estimates enclose the true ratio. The curve $1/r$ is convex: it lies above its tangent at the midpoint and below the chord between its ends. The midpoint value therefore underestimates the average field for a given $E_{\rm p}$, so a larger $E_{\rm p}$ than the true one is needed to reach $E_{\rm f}$. The mean of the end values errs the other way. Scaling and convexity thus place the ratio between $1.33$ and $1.50$.

\section{Exact solution of the cylinder model}

Gauss's law for a coaxial cylinder of radius $r$ and length $\ell$ reads $\varepsilon E(r)\,2\pi r\ell=Q$, where $\varepsilon$ is the oxide permittivity and $Q$ the gate charge on that length. Hence $E(r)=C/r$, with the constant $C=Q/(2\pi\varepsilon\ell)$. The voltage fixes $C$:
\begin{equation}
V=\int_a^b E(r)\,dr=C\int_a^b\frac{dr}{r}=C\ln\frac{b}{a}
\quad\Rightarrow\quad
E(r)=\frac{V}{r\ln(b/a)}.
\label{eq:field}
\end{equation}
This decreases with $r$, so its maximum is at $r=a$. Dividing by $V/t$ and using $b/a=1+t/a$ gives
\begin{equation}
\frac{E_{\rm p}}{E_{\rm f}}
=\frac{V}{a\ln(b/a)}\,\frac{t}{V}
=\frac{t}{a\ln(1+t/a)}
=\frac{x}{\ln(1+x)}.
\label{eq:ratio}
\end{equation}
Neither the voltage nor the permittivity remains. For $t=a$,
\begin{equation}
\frac{E_{\rm p}}{E_{\rm f}}=\frac{1}{\ln 2}=\frac{1}{0.6931}=1.44,
\qquad
E_{\rm p}=1.4427\times3.600=5.19\ \text{MV/cm}.
\end{equation}
At the outer face the field is smaller by $a/b=1/2$. It is $2.60$ MV/cm, or $0.72$ of the flat value. Curvature redistributes the field: the gate side gains what the semiconductor side loses, since the average is fixed.

The choice of what is held equal matters. Suppose that the field at the outer oxide face, rather than the voltage, were the same in both geometries. The flat oxide would then have the field $E(b)$ throughout, and the ratio would be $E(a)/E(b)=b/a=2$.

\section{Comparison of estimate and solution}

Relative to the exact ratio, the midpoint estimate is 4\% high and the end-point estimate 8\% low. Their behaviour for a thin oxide shows where these errors come from. From $\ln(1+x)=x-x^2/2+x^3/3-\dots$,
\begin{align}
\frac{x}{\ln(1+x)}
&=\frac{1}{1-(x/2-x^2/3+\dots)}\nonumber\\
&=1+\left(\frac{x}{2}-\frac{x^2}{3}\right)+\frac{x^2}{4}+\dots
=1+\frac{x}{2}-\frac{x^2}{12}+\dots
\label{eq:series}
\end{align}
The midpoint estimate \eqref{eq:mid} has the correct linear term and exceeds the solution by $x^2/12$ at second order. Expanding \eqref{eq:ends},
\begin{equation}
\frac{1+x}{1+x/2}=(1+x)\left(1-\frac{x}{2}+\frac{x^2}{4}-\dots\right)
=1+\frac{x}{2}-\frac{x^2}{4}+\dots,
\end{equation}
which is low by $x^2/6$, twice as much. At $a=1000$ nm and $t=50$ nm, the linear formula gives $1.025$; a finite-difference solution of the radial equation gives $1.0248$.

For a sharp corner, $x\gg1$, both estimates fail. The midpoint value grows as $x/2$ and the end-point value saturates at $2$, whereas the solution grows as $x/\ln x$. In terms of the field, $E_{\rm p}\simeq V/[a\ln(t/a)]$, which is unbounded as $a\to0$ at fixed $V$ and $t$. Rounding the corner is therefore effective in this model. With $t=50$ nm held fixed, the ratio is $1.82$ for $a=25$ nm, $1.23$ for $100$ nm and $1.12$ for $200$ nm.

\section{A quarter cylinder with flat walls}

A right-angle corner contains only a quarter of the cylinder. Let $s$ be the distance along the gate surface and $n$ the distance from it into the oxide. At height $n$, a strip that covers $ds$ of the gate has width $h\,ds$, where $h=1+n/a$ over the arc and $h=1$ over the flat walls. Let $u$ be the fraction of $V$ dropped between the gate and the point considered, so that $u=0$ at $n=0$ and $u=1$ at $n=t$. Flux across the oxide is proportional to $h\,\partial_nu\,ds$, and flux along it to $h^{-1}\partial_su\,dn$. With no charge in a cell, the net outflow vanishes:
\begin{equation}
\mathcal L u\equiv
\frac{\partial}{\partial s}\left(\frac1h\frac{\partial u}{\partial s}\right)
+\frac{\partial}{\partial n}\left(h\frac{\partial u}{\partial n}\right)=0.
\label{eq:corner}
\end{equation}

The full-cylinder result is an upper bound for the gate field here. Take its profile $U(n)=\ln(1+n/a)/\ln(b/a)$ over the whole structure. On the arc $hU'$ is constant, so $\mathcal LU=0$; on the walls $\mathcal LU=U''<0$. Hence $w=u-U$ obeys $\mathcal Lw\ge0$. It vanishes on both oxide faces and has no flux through the symmetry line or the distant wall ends. Let $w_+$ be $w$ where $w$ is positive and zero elsewhere. Multiplying by $w_+$ and integrating by parts,
\begin{equation}
0\le\int w_+\,\mathcal Lw\,ds\,dn
=-\int\left[\frac1h\left(\frac{\partial w_+}{\partial s}\right)^2
+h\left(\frac{\partial w_+}{\partial n}\right)^2\right]ds\,dn .
\end{equation}
The right side cannot be positive, so $w_+$ is constant, and its boundary value makes it zero. Thus $u\le U$. Both vanish at the gate, so the slope of $u$ there cannot exceed that of $U$. The same argument with $w=n/t-u$, for which $\mathcal Lw=1/(at)$ on the arc and $0$ on the walls, gives $u\ge n/t$. The gate field therefore lies between the flat value and the full-cylinder peak.

A numerical solution of \eqref{eq:corner} for the given dimensions has its largest gate field in the middle of the arc, with the ratio $1.43$. The full cylinder overstates this peak by about $0.8\%$. Where the arc meets the wall, the ratio has already fallen to about $1.2$. For these dimensions the cylinder is thus a good model for the peak, but not for the field along the whole corner. It becomes worse as the corner is sharpened at fixed $t$: for $a=10$ nm the quarter corner gives $2.31$ and the full cylinder $2.79$. As $a\to0$, the peak at a right-angle gate edge grows only as $a^{-1/3}$, much more slowly than the cylinder formula predicts.

\section{What the uneven field means}

\subsection{Breakdown}

Take $10$ MV/cm, or $1$ V/nm, as a rough breakdown field, and suppose that breakdown begins when the local peak reaches it. For the flat oxide and the cylinder the corresponding voltages are
\begin{equation}
V_{\rm flat}=1\times50=50\ \text{V},\qquad
V_{\rm corner}=1\times50\times0.6931=34.7\ \text{V}.
\end{equation}
The voltage limit falls by the factor $\ln2$. This criterion ignores the fact that the high field occupies a small part of the oxide, so it gives a scale rather than a lifetime. It also ignores polarity. Wear-out of a real oxide is driven largely by injected electrons, and with a positive gate the peak here lies at the electrode that receives them. At the upper corner of a trench the curvature is reversed, the semiconductor is the inner face, and a positive gate puts the peak at the emitter.

\subsection{Electron injection}

Injection depends on the field near the emitting face. With a positive gate, electrons enter from the semiconductor, where the corner field is below the flat value. The peak lies at the receiving electrode.

To size the effect, take a barrier $\Phi=2.7$ eV and a tunnelling mass $m_{\rm t}=0.42\,m_0$, with $m_0$ the free-electron mass. Let $W(z)$ be the voltage gained at depth $z$ from the emitting face. In the WKB approximation, an electron with energy $\epsilon$ above the Fermi level passes the barrier with probability $D=e^{-S}$, where
\begin{equation}
S(\epsilon)=\frac2\hbar\int_0^{z_{\rm t}}
\sqrt{2m_{\rm t}\,[\Phi-\epsilon-qW(z)]}\,dz
\end{equation}
and the bracket vanishes at $z_{\rm t}$. Above the barrier, $D=1$. At $\epsilon=0$ the exponent is $54.6$ for the flat oxide and $72.6$ for injection from the outer corner face. Reversing the polarity at the same oxide voltage, with the same barrier assumed, puts injection at the gate and gives $39.4$. This reversed case is a comparison stress, not normal operation.

In a uniform field $F$ one has $W=Fz$, and $S(0)$ is proportional to $1/F$, since
\begin{equation}
\int_0^{\Phi/(qF)}\sqrt{\Phi-qFz}\,dz=\frac{2\Phi^{3/2}}{3qF}.
\end{equation}
Using the face fields alone would give $54.6/0.7213\simeq76$ and $54.6/1.4427\simeq38$. The actual exponents are closer to the flat value because the field rises along the path from the outer face and falls along the path from the gate.

For the current, let $\epsilon$ now denote the part of the energy that belongs to motion towards the oxide. Including spin, this motion supplies $d\epsilon/(\pi\hbar)$ electrons per unit time for each filled transverse state. The transverse states number $m_0/(2\pi\hbar^2)$ per unit area and energy, if the emitter mass is taken as $m_0$. Integrating the Fermi function over transverse energy gives $k_{\rm B}T\ln(1+e^{-\epsilon/k_{\rm B}T})$, so
\begin{equation}
J=\frac{q m_0k_{\rm B}T}{2\pi^2\hbar^3}
\int_0^\infty D(\epsilon)\ln\left(1+e^{-\epsilon/k_{\rm B}T}\right)d\epsilon .
\end{equation}
The emitter band edge is placed at the Fermi level. At $T=448$ K the flat oxide gives about $6\times10^{-15}$ A/cm$^2$, the outer corner face $2\times10^{-18}$, and the gate face under reversed polarity $1\times10^{-9}$. At this temperature a field ratio of $1.44$ thus becomes a current ratio of order $10^5$ (about $2\times10^6$ at $300$ K), but only when the high-field face emits. The exponents at $\epsilon=0$ do not fix these ratios. The current from the gate face comes from near the Fermi level, but the integrand peaks about $0.7$ eV above it for the flat oxide and about $1.6$ eV above it for the outer face, where thermally excited electrons meet a thinner barrier. The outer face therefore falls below the flat oxide by only about $3\times10^3$, not by $e^{72.6-54.6}\simeq7\times10^7$. At such energies a parabolic emitter band of mass $m_0$ is only a rough guess.

The absolute currents are much less certain than their order. An electron at depth $z$ is attracted by its image in the emitter, treated as a metal, with energy $-q^2/(16\pi\varepsilon_\infty z)$, where $\varepsilon_\infty$ is the optical permittivity of the oxide. The barrier top is lowered by the least value of $qFz+q^2/(16\pi\varepsilon_\infty z)$. This occurs where the two terms are equal, and is
\begin{equation}
\Delta=\sqrt{\frac{q^3F}{4\pi\varepsilon_\infty}}.
\end{equation}
With a relative optical permittivity of $2.1$, $\Delta=0.50$ eV for the flat oxide. Lowering the whole barrier by the $\Delta$ of each face would raise the three hot currents to about $2\times10^{-9}$, $1\times10^{-13}$ and $2\times10^{-4}$ A/cm$^2$, a growth of four to six powers of ten. This greatly overstates the effect, because the image energy is appreciable only near the emitting face. If it is kept as a function of $z$ in the WKB integral, the currents are about $2\times10^{-13}$, $9\times10^{-17}$ and $2\times10^{-8}$ A/cm$^2$, a growth of between one and two powers of ten. Their order is unchanged. Traps and oxide charge are left out of all these values.

\section{Relation to a real trench transistor}

An oxide of about $50$ nm and a gate drive of $15$ to $20$ V are rough typical values for a silicon carbide trench transistor; the corner radius depends on the process. Real oxides are not uniformly thick. If the corner oxide is 10\% thinner, with $a$ and $V$ unchanged, the peak relative to the nominal flat field is $50/(50\ln1.9)=1.56$, an increase of 8\%. This exceeds the correction for the flat walls. Where the trench bottom is deliberately given a thicker oxide, the uniform model does not apply.

Some of the applied gate voltage is also lost outside the oxide. At the outer face the field in silicon carbide is $(3.9/9.7)\times2.60=1.04$ MV/cm, from continuity of $\varepsilon E$ with rough relative permittivities. Across the first $2$ nm of the accumulation layer, the drop is at most $0.104\times2=0.21$ V, because the field decreases into the layer. A weak tail of the layer reaches further and adds to this. For $10^{16}$ fully ionised donors per cm$^3$ and an effective density of states of $1.8\times10^{19}$ cm$^{-3}$ at $300$ K, scaled as $T^{3/2}$, a semiclassical calculation with Fermi statistics gives a whole drop of about $0.26$ V at $300$ K and $0.36$ V at $448$ K. In an n-type polysilicon gate with $10^{20}$ donors per cm$^3$, the field at the oxide is $(3.9/11.7)\times5.19=1.73$ MV/cm. If the electrons were swept out completely, it would fall linearly to zero over a depletion depth of $1.12$ nm, with a drop of $\tfrac12\times0.173\times1.12=0.10$ V. In fact the electron density falls gradually, and Fermi statistics, with an effective density of states near $3\times10^{19}$ cm$^{-3}$ at $300$ K, raise the drop to about $0.14$ V at $300$ K and $0.15$ V at $448$ K. With the whole accumulation drop included, the two losses together are about 2 to 3\% of $18$ V in this semiclassical picture. Quantum confinement of the electrons at the oxide face adds roughly $0.1$ V, and the contact potential between gate and semiconductor, also left out, shifts the oxide voltage further. These effects change the oxide voltage obtained from a given gate drive, but leave the ratio at fixed oxide voltage unchanged as long as the oxide faces remain equipotentials. The numerical output lists the inputs and the main results.

\section*{Numbers as computed}
\begin{verbatim}
gate radius a: 50 nm
oxide thickness t: 50 nm
outer radius b: 100 nm
oxide voltage V: 18.0 V
ln(b/a): 0.6931
peak/flat field, formula: 1.4427
peak/flat field, finite differences: 1.4427
outer-face/flat field, finite differences: 0.7213
peak/outer-face field: 2.0000
flat field: 3.600 MV/cm
peak field at gate: 5.194 MV/cm
corner field at outer face: 2.597 MV/cm
peak/flat for gate radius 25 nm: 1.8205
peak/flat for gate radius 50 nm: 1.4427
peak/flat for gate radius 100 nm: 1.2332
peak/flat for gate radius 200 nm: 1.1204
finite-difference ratio for radius 1000 nm: 1.0248
quarter corner with flat walls, peak/flat: 1.4311
full cylinder overstates that peak by: 0.81 %
quarter corner, ratio where arc meets wall: 1.215
corner oxide 10 % thinner, peak/nominal flat: 1.5580
rough breakdown field: 10.0 MV/cm
flat oxide reaches it at: 50.0 V
corner peak reaches it at: 34.7 V
assumed accumulation depth: 2.0 nm
accumulation-layer drop, upper estimate: 0.209 V
assumed gate doping: 1.0e+20 cm^-3
gate depletion depth: 1.12 nm
gate depletion drop: 0.097 V
relative permittivity, oxide: 3.9
relative permittivity, silicon carbide: 9.7
relative permittivity, silicon: 11.7
optical relative permittivity, oxide: 2.1
injection barrier: 2.7 eV
tunnelling mass / electron mass: 0.42
room temperature: 300 K
temperature of use: 448 K
flat oxide: WKB exponent: 54.6
flat oxide: image lowering: 0.50 eV
flat oxide: J at room temperature: 8.8e-17 A/cm2
flat oxide: J at use temperature: 6.1e-15 A/cm2
flat oxide: J hot, lowered barrier: 1.7e-09 A/cm2
corner, from outer face: WKB exponent: 72.6
corner, from outer face: image lowering: 0.42 eV
corner, from outer face: J at room temperature: 7.2e-24 A/cm2
corner, from outer face: J at use temperature: 1.9e-18 A/cm2
corner, from outer face: J hot, lowered barrier: 1.0e-13 A/cm2
corner, from gate (reversed): WKB exponent: 39.4
corner, from gate (reversed): image lowering: 0.60 eV
corner, from gate (reversed): J at room temperature: 1.7e-10 A/cm2
corner, from gate (reversed): J at use temperature: 1.0e-09 A/cm2
corner, from gate (reversed): J hot, lowered barrier: 1.8e-04 A/cm2
\end{verbatim}
